# Diffusion along Low-Angle Tilt Boundaries as Parallel Dislocation Pipes, part 1

(Sections cited here and not found follow in the second part.)

## I. From misorientation to boundary transport

### The quantity that must be scaled

Suppose that one diffusivity is assigned to every boundary in an oxide film. The estimate then gives the same leak along a boundary of $0.5^\circ$ as along one of $4^\circ$. In the model derived here the two leaks differ by a factor of eight. A second error is also possible: a diffusivity measured across the dislocation lines, or in a specimen where each line acts alone, may be used for a film in which the lines run straight through. What is needed is a transport quantity that can be scaled with misorientation, together with the conditions for that scaling.

Take a symmetric tilt boundary in the plane $x=0$. It consists of identical straight edge dislocations parallel to $z$, spaced by $d$ along $y$. Their Burgers vector has length $b$ and points along $x$, normal to the boundary. The two grains are rotated about $z$ by $+\theta/2$ and $-\theta/2$, with $\theta$ in radians in all formulas.

Each dislocation core is modelled as a cylinder, or pipe, of radius $a$ and area
$$
A=\pi a^2 .
\tag{1}
$$
The tracer diffusivity is $D_p$ inside the pipe and $D_L$ in the lattice, with $D_p>D_L$. Both are constants. There is no segregation, so the concentration $c$ is continuous at the pipe surface. Drift in an electric field and chemical reactions are left out.

### How many dislocations the boundary contains

The spacing follows from the requirement that the two grains fit together. Consider a vector of length $L$ lying in the boundary,
$$
\mathbf v=\begin{pmatrix}0\\ L\end{pmatrix}.
\tag{2}
$$
To express it in the axes of a crystal that has been rotated by $\phi$, we rotate it back by $\phi$:
$$
\begin{pmatrix}\cos\phi&\sin\phi\\-\sin\phi&\cos\phi\end{pmatrix}
\begin{pmatrix}0\\L\end{pmatrix}
=\begin{pmatrix}L\sin\phi\\L\cos\phi\end{pmatrix}.
\tag{3}
$$
For the two grains $\phi=\theta/2$ and $\phi=-\theta/2$. The $y$ components agree, because the cosine is even. The $x$ components have opposite signs, and their difference is
$$
L\sin\frac{\theta}{2}-\left(-L\sin\frac{\theta}{2}\right)=2L\sin\frac{\theta}{2}.
\tag{4}
$$
This is the closure failure of a circuit that runs along the boundary in one grain and returns in the other. If the grains far from the boundary are unstrained, the dislocations crossed by the circuit must supply the whole of it. With $N$ dislocations, $Nb=2L\sin(\theta/2)$, and therefore
$$
\frac1d=\frac NL=\frac{2\sin(\theta/2)}{b}.
\tag{5}
$$

At small angles $d\approx b/\theta$. Doubling the misorientation halves the spacing; it does not alter the Burgers vector of each line. This is the geometrical origin of the linear law. The sine matters little even at angles where the pipe model is already doubtful. For $L=5000\,b$ and $\theta=20^\circ$, equation (5) gives 1736.5 dislocations, while the linear estimate $L\theta/b$ gives 1745.3.

### Why the pipes add

Equal spacing does not by itself prove that the pipes conduct independently. A crowded row might share the surrounding lattice, so that each added pipe carries less than the one before. We therefore solve the steady diffusion problem for the whole section.

Let a specimen occupy $0<z<H$. Its end faces are held at uniform concentrations $c_0$ and $c_1$, the same over pipes and lattice. Its side faces pass no flux. In the steady state
$$
\nabla\cdot(D\nabla c)=0 .
\tag{6}
$$
The pipes are straight, parallel to $z$ and uniform along their length, so that $D=D(x,y)$. Try the linear profile
$$
c=c_0-Gz,\qquad G=\frac{c_0-c_1}{H}.
\tag{7}
$$
It has no gradient in $x$ or $y$, and its $z$ gradient is $-G$. Substitution in (6) gives
$$
\frac{\partial}{\partial x}(D\cdot0)+\frac{\partial}{\partial y}(D\cdot0)
+\frac{\partial}{\partial z}\left[-D(x,y)G\right]=0 .
\tag{8}
$$
The last term vanishes because neither $D$ nor $G$ depends on $z$. The profile also meets the conditions on the end and side faces, so it is a solution.

It is the sole solution. Let $w$ be the difference between two solutions. Then $w=0$ on the end faces, and $D\nabla w$ has no normal component on the sides. Multiply $\nabla\cdot(D\nabla w)=0$ by $w$ and integrate by parts over the specimen. The surface terms vanish, which leaves
$$
\int D|\nabla w|^2\,dV=0 .
\tag{9}
$$
Since $D$ is positive, $\nabla w=0$. Because $w$ vanishes on the ends, it vanishes everywhere.

The flux density along $z$ is $-D\,\partial c/\partial z=DG$. Integrated over a section of area $S_0$ that contains $N$ pipes without overlap, it gives the total flux
$$
\begin{aligned}
I&=G\int D\,dx\,dy\\
&=G\left[D_L(S_0-NA)+D_pNA\right]\\
&=G\left[D_LS_0+NA(D_p-D_L)\right].
\end{aligned}
\tag{10}
$$
The first term is the flux of a perfect lattice. The second is proportional to the number of pipes, whatever their separation, provided that they do not overlap and that their areas and diffusivities do not change. In this steady state the independence is a consequence of the diffusion equation: neighbouring pipes have the same concentration at each depth and exchange no tracer.

The condition of uniformity along the line is essential, and a small calculation shows what happens without it. Take a cube of 12 cells on each side, with pipes two cells by two cells in section and $D_p=1000D_L$. In the middle four layers the pipe material is replaced by lattice. A finite-volume solution of (6) gives the excess flux with one such pipe, and with two whose centres are four cells apart. On this coarse grid, two interrupted pipes carry 0.909 times twice the excess of one; on a grid five times finer the ratio falls to 0.903. The profile (7) no longer solves the problem, because $D$ now depends on $z$, and flux must leave the pipe ends sideways. The proof of additivity given above therefore does not apply.

### The excess product and its linear law

Divide the pipe term in (10) by the gradient $G$ and by the boundary length $L$. This defines the excess transport product of the boundary,
$$
P=\frac{N}{L}A(D_p-D_L)=\frac{A(D_p-D_L)}{d}.
\tag{11}
$$
Its dimension is length times diffusivity, for example $\mathrm{cm^3/s}$. The flux that the boundary adds, per unit length of its trace on the section, is $PG$. With (5),
$$
P(\theta)=\frac{2A(D_p-D_L)}{b}\sin\frac{\theta}{2}.
\tag{12}
$$
The series of the sine gives
$$
2\sin\frac{\theta}{2}
=2\left[\frac{\theta}{2}-\frac16\left(\frac{\theta}{2}\right)^3+\cdots\right]
=\theta-\frac{\theta^3}{24}+\cdots ,
\tag{13}
$$
and so
$$
P(\theta)=\frac{A(D_p-D_L)}{b}\,\theta
\left[1-\frac{\theta^2}{24}+\cdots\right].
\tag{14}
$$
At leading order the growth is linear. The shortfall relative to the linear law is $\theta^2/24$, which amounts to 0.08 % at $8^\circ$. If a measured boundary departs from linearity by several per cent in this range, the sine is not the cause.

The statement concerns the excess product. Boundary data can also be expressed through a slab of assigned width $\delta$ and diffusivity $D_{gb}$. Let the slab be wide enough to contain the pipes, $\delta\ge2a$. Per unit length of boundary it carries the lattice flux $\delta D_LG$ and the excess $PG$. Equating the sum to $\delta D_{gb}G$ gives
$$
D_{gb}(\theta)=D_L+\frac{P(\theta)}{\delta}.
\tag{15}
$$
At fixed $\delta$ this is a straight line with intercept $D_L$, not a proportionality. The intercept can be neglected when $P\gg\delta D_L$. The value of $D_{gb}$ also depends on the chosen $\delta$, whereas $P$ does not. For this reason $P$ is the better quantity to compare between boundaries.

Geometry sets an upper limit to the model. The pipes touch when $d=2a$. At that spacing (11) gives
$$
P=\frac{\pi a^2(D_p-D_L)}{2a}=\frac{\pi}{4}\,(2a)(D_p-D_L).
\tag{16}
$$
This is $\pi/4$ of the excess of a continuous slab of width $2a$ and diffusivity $D_p$. At still smaller spacing, formula (11) would count the overlapping area twice, and the linear law has lost its basis. The physical core structure may change well before that.

### Transport across the lines

The same boundary behaves quite differently when tracer moves within the boundary plane but along $y$, across the dislocation lines. The pipes are then separated by lattice, and the flux must pass through both.

First take one pipe in a gradient, with $c=-gy$ far away. In the section $(x,y)$, with $r^2=x^2+y^2$, write
$$
c=
\begin{cases}
-g\alpha y, & r<a,\\
-g\left(y+\beta y/r^2\right), & r>a .
\end{cases}
\tag{17}
$$
Both forms satisfy Laplace's equation. Continuity of $c$ at $r=a$ requires
$$
\alpha=1+\frac{\beta}{a^2}.
\tag{18}
$$
For the normal flux put $y=r\sin\varphi$. The radial derivative of $r$ is 1, and that of $1/r$ is $-1/r^2$. Equality of $D\,\partial c/\partial r$ on the two sides then gives
$$
D_p\alpha=D_L\left(1-\frac{\beta}{a^2}\right).
\tag{19}
$$
Insert (18) in (19) and collect the terms in $\beta$:
$$
\frac{\beta}{a^2}=-\Delta,\qquad
\Delta=\frac{D_p-D_L}{D_p+D_L},\qquad
\alpha=1-\Delta=\frac{2D_L}{D_p+D_L}.
\tag{20}
$$
A pipe that conducts well thus has a small internal gradient. The lattice in series with it limits the flux.

Now consider the row. On the $y$ axis outside a pipe, the disturbance in (17) is $+g\Delta a^2/y$. The corresponding contribution to $-\partial c/\partial y$ is $g\Delta a^2/y^2$, which strengthens the gradient at the neighbours. Let $g_{loc}$ be the gradient that acts on each pipe. If the neighbours' contribution is taken as uniform over a pipe, then
$$
\begin{aligned}
g_{loc}&=g+g_{loc}\Delta a^2\,2\sum_{n=1}^{\infty}\frac1{n^2d^2}\\
&=g+g_{loc}\frac{\pi^2a^2\Delta}{3d^2},
\end{aligned}
\tag{21}
$$
where $\sum n^{-2}=\pi^2/6$ has been used.

To find the excess flux, average the $y$ flux over one period. Write $D=D_L+(D-D_L)$. The $D_L$ part depends on the total drop $gd$ across the period alone, and it equals the flux of a perfect lattice. The remainder comes from the pipe, where the gradient is $\alpha g_{loc}$. Per unit length in $z$, the excess divided by $g$ is
$$
P_\perp=\frac{A(D_p-D_L)}{d}\,\alpha\,\frac{g_{loc}}{g}
=\frac{2\pi a^2D_L\Delta/d}{1-\pi^2a^2\Delta/(3d^2)} .
\tag{22}
$$
The second form uses (20) and (21). For $a=d/6$ and $D_p=5000D_L$, a finite-volume solution in a strip of width $3d$, with a pipe radius of 16 cells, lies 0.6 % above this formula. The offset comes from the staircase outline of the pipe and falls to 0.2 % at 64 cells. With the higher multipoles included, the result differs from (22) by $10^{-5}$ at $a=d/6$, by 0.1 % at $a=0.3d$ and by 11 % at $a=0.45d$.

When $D_p\gg D_L$ and $d\gg a$, (22) tends to $2\pi a^2D_L/d$. It still grows with the number of dislocations, but it is limited by $D_L$. Making the pipes faster has almost no further effect. From (11) and (22), the ratio $P_\perp/P$ is close to $2D_L/D_p$ for widely spaced fast pipes. The direction of the lines is therefore as much a part of the linear law as the misorientation.

## II. Leakage, limits and an oxide film

### Symbols and results carried over

The pipes have radius $a$, area $A=\pi a^2$ and diffusivity $D_p$; the lattice has diffusivity $D_L$. They lie parallel to $z$ in the plane $x=0$, with spacing $d$ along $y$ and Burgers vector length $b$ along $x$. For small misorientation $\theta$,
$$
\frac1d\approx\frac{\theta}{b},\qquad
P=\frac{A(D_p-D_L)}{d}\approx\frac{A(D_p-D_L)}{b}\theta .
\tag{23}
$$
$P$ is the excess transport product parallel to the lines. It was obtained for a steady flux between end faces of uniform concentration, where pipes and lattice exchange no tracer.

### When a row of pipes acts as a slab

Before the steady state is reached, tracer runs ahead in the pipes and leaks sideways into the lattice. An experiment in this regime can be analysed as if the boundary were a uniform slab. We ask when that analysis returns the $P$ of (23).

Let the specimen be semi-infinite and initially free of tracer, with a constant concentration at its surface from $t=0$. After a Laplace transform in time, with variable $s$, consider a contribution that varies with depth as $e^{-\kappa z}$. In the lattice
$$
sc=D_L\left(\nabla_\perp^2c+\kappa^2c\right),
\tag{24}
$$
where $\nabla_\perp^2$ acts on $x$ and $y$. Hence
$$
\nabla_\perp^2c=k^2c,\qquad
k^2=q^2-\kappa^2,\qquad q^2=\frac{s}{D_L}.
\tag{25}
$$
The length $1/k$ measures how far the leaked tracer spreads sideways. We take $k^2>0$, so that this part of the field decays away from the boundary. At time $t$ the important values of $s$ are of order $1/t$. This gives the estimate $1/q\approx\ell$, with $\ell=\sqrt{D_Lt}$ the lattice diffusion length.

For a uniform sheet with excess product $P$, the lattice field is $c_be^{-k|x|}$, where $c_b$ is the concentration in the sheet. The flux lost to both sides is $2D_Lkc_b$. It must equal the excess supply along the sheet, $P\kappa^2c_b$:
$$
P\kappa^2=2D_Lk .
\tag{26}
$$

For a row of pipes, the decaying solution of (25) around one line is the modified Bessel function $K_0(kr)$. Near the line $K_0\approx-\ln r+\text{const}$, so a line source of strength $\Lambda$ per unit length produces $\Lambda K_0(kr)/(2\pi D_L)$. Since $D_p\gg D_L$, the concentration $c_p$ is taken as uniform over a pipe. With all lines equal and $a\ll d$,
$$
c_p=\frac{\Lambda}{2\pi D_L}S,\qquad
S=K_0(ka)+2\sum_{n=1}^{\infty}K_0(nkd).
\tag{27}
$$

The source strength follows from the balance in the pipe. Supply along the pipe minus storage equals the outward flux $F$ at its surface:
$$
F=A(D_p\kappa^2-s)c_p .
\tag{28}
$$
The field in (27), continued into the core, would itself absorb $D_Lk^2Ac_p$ there, apart from a correction of relative order $(ka)^2$ in $\Lambda$. Thus $F=\Lambda-D_Lk^2Ac_p$. Using $s=D_Lq^2$ and $q^2-k^2=\kappa^2$,
$$
\begin{aligned}
\Lambda&=A\left(D_p\kappa^2-D_Lq^2+D_Lk^2\right)c_p\\
&=A(D_p-D_L)\kappa^2c_p .
\end{aligned}
\tag{29}
$$
Equations (27) and (29) give
$$
A(D_p-D_L)\kappa^2=\frac{2\pi D_L}{S}.
\tag{30}
$$

A slab analysis of the observed $\kappa$ assigns the product $P_{app}=2D_Lk/\kappa^2$, by (26). Take $\kappa^2$ from (30) and divide by $P$ from (23):
$$
R=\frac{P_{app}}{P}=\frac{kd\,S}{\pi}.
\tag{31}
$$

For steady flux along straight, uniform pipes, the excess product $P$ grows linearly with small misorientation, and (31) gives the ratio $R$ between the product that a slab analysis assigns to a leaking row and $P$ itself. It remains to evaluate $R$ for close and distant pipes, to estimate how neighbouring dislocations change $D_p$, and to apply the model to a nickel oxide film.
